# The Two-Photon Recoil Correction to the Muonium Hyperfine Splitting: test program

```python
"""Recoil correction to the 1S hyperfine splitting of two point Dirac particles.

Result under test (hbar = c = 1):
    dE = -(3 Z alpha/pi) * m M/(M^2 - m^2) * ln(M/m) * E_F
m, M   : masses of the light and heavy particle (g = 2 for both)
E_F    : Fermi splitting (8/3)(Z alpha)^4 m_r^3/(m M), m_r = reduced mass
The shift is the spin-spin part of two-photon exchange at threshold, minus
the nonrelativistic iteration (Coulomb times Fermi contact term), which the
bound-state wave function at the origin already contains.
k = |three-momentum|, k4 = Euclidean energy, K^2 = k^2 + k4^2.
Couplings are stripped off: alpha = Z = 1 in the amplitude tests.
"""
import numpy as np
from scipy.integrate import quad
from scipy import constants as const

pi = np.pi
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
metric = np.diag([1.0, -1.0, -1.0, -1.0])
gamma = np.zeros((4, 4, 4), dtype=complex)
gamma[0] = np.diag([1, 1, -1, -1])
for i in range(3):
    gamma[i + 1, :2, 2:] = sigma[i]
    gamma[i + 1, 2:, :2] = -sigma[i]


def slash(v):
    return np.einsum('m,mab->ab', metric @ v, gamma)


def compton_line(mass, k):
    """One ordering of the forward two-photon line at rest: [mu, nu, spin, spin]."""
    p = np.array([mass, 0, 0, 0], dtype=complex)
    total = p + k
    denominator = total @ metric @ total - mass**2
    middle = (slash(total) + mass * np.eye(4)) / denominator
    full = np.einsum('ab,mbc,cd,nde->mnae', gamma[0], gamma, middle, gamma)
    return full[:, :, :2, :2]


def spin_traces(tensor):
    return np.einsum('mnij,sji->smn', tensor, sigma)


def two_photon_density(m, M, k4, kvec, xi):
    """Coefficient of sigma.sigma' in the potential, per d^3k dk4, gauge xi."""
    answer = 0
    for sign in (1, -1):
        k = sign * np.array([1j * k4, *kvec], dtype=complex)
        k_squared = k @ metric @ k
        k_low = metric @ k
        photon = metric - xi * np.outer(k_low, k_low) / k_squared
        light = spin_traces(compton_line(m, k))
        heavy = spin_traces(compton_line(M, -k)
                            + compton_line(M, k).transpose(1, 0, 2, 3))
        contraction = np.einsum('smn,mp,nq,spq->', light, photon, photon, heavy)
        answer += 0.5 * contraction / 12 / k_squared**2
    return -(4 * pi)**2 / (2 * pi)**4 * answer


def contact_strength(m, M):
    """Coefficient of sigma.sigma' in the Fermi contact potential."""
    return 2 * pi / (3 * m * M)


# --- Fermi contact term from one-photon exchange with exact Dirac spinors
def spinor(mass, p):
    energy = np.sqrt(mass**2 + p @ p)
    lower = np.einsum('i,iab->ab', p, sigma)
    u = np.vstack([(energy + mass) * np.eye(2), lower])
    return u / np.sqrt(2 * energy * (energy + mass))


def current(mass, p_out, p_in):
    return np.einsum('ba,bc,mcd,de->mae', spinor(mass, p_out).conj(),
                     gamma[0], gamma, spinor(mass, p_in))


q = 1e-3 * np.array([0.3, -0.5, 0.8])
j_light = np.einsum('mij,sji->sm', current(1.0, q / 2, -q / 2), sigma)
j_heavy = np.einsum('mij,sji->sm', current(3.0, -q / 2, q / 2), sigma)
one_photon = -4 * pi / (q @ q) * np.einsum('sm,mn,sn->', j_light, metric, j_heavy) / 12
assert abs(one_photon / contact_strength(1.0, 3.0) - 1) < 1e-5

# --- symmetric part of the forward Compton tensor carries no spin
k_test = np.array([0.6j, 0.4, -0.7, 0.2])
line_sum = compton_line(1.0, k_test) + compton_line(1.0, -k_test).transpose(1, 0, 2, 3)
traces = spin_traces(line_sum)
assert np.max(abs(traces + traces.transpose(0, 2, 1))) < 1e-12
assert np.max(abs(traces)) > 0.1


# --- derived spin-spin integrand against the explicit Dirac sum, two gauges
def derived_ratio_density(m, M, k, k4):
    """V2/V_F per dk dk4 after the solid angle of k, alpha = Z = 1."""
    K4th = (k**2 + k4**2)**2
    return (8 * m * M / pi**2 * k**2 * (2 * k**2 + 3 * k4**2)
            / ((K4th + 4 * m**2 * k4**2) * (K4th + 4 * M**2 * k4**2)))


for M_test, k4_test, kvec in [(3.0, 0.6, (0.4, -0.7, 0.2)),
                              (1.0, 0.1, (1.1, 0.3, -0.5)),
                              (50.0, 2.0, (0.2, 0.9, 3.0))]:
    k_size = np.linalg.norm(kvec)
    derived = derived_ratio_density(1.0, M_test, k_size, k4_test)
    for xi in (0.0, 0.7):
        explicit = (4 * pi * k_size**2 / contact_strength(1.0, M_test)
                    * two_photon_density(1.0, M_test, k4_test, kvec, xi))
        assert abs(explicit / derived - 1) < 1e-8

# --- Wick rotation: residues of the Feynman contour against the k4 integral
m_w, M_w, k_w = 1.0, 3.0, 0.7


def quartic(x, mass):
    return (x**2 - k_w**2)**2 - 4 * mass**2 * x**2


def quartic_slope(x, mass):
    return 4 * x * (x**2 - k_w**2) - 8 * mass**2 * x


residues = 0.0
for mass, other in ((m_w, M_w), (M_w, m_w)):
    for pole in (np.hypot(mass, k_w) - mass, np.hypot(mass, k_w) + mass):
        residues += ((pole**2 - 2 * k_w**2 / 3)
                     / (quartic_slope(pole, mass) * quartic(pole, other)))
rotated = 2 * quad(lambda y: (-(y**2 + 2 * k_w**2 / 3)
                              / (((y**2 + k_w**2)**2 + 4 * m_w**2 * y**2)
                                 * ((y**2 + k_w**2)**2 + 4 * M_w**2 * y**2))),
                   0, np.inf, epsabs=1e-12, epsrel=1e-10, limit=200)[0]
assert abs(-2 * pi * residues / rotated - 1) < 1e-7


# --- angular integral F(t) and its subtracted form
def angular_F(t):
    rho = 1 / (np.sqrt(1 + t * t) + t)
    return pi * (2 * rho / t + rho**2 / 2)


def subtracted_F(t):
    root = np.sqrt(1 + t * t)
    return pi * (2 * (t / (root + 1) - 1) + 0.5 / (root + t)**2)


for t in (0.1, 1.0, 5.0):
    direct = quad(lambda a: np.sin(a)**2 * (2 + np.cos(a)**2)
                  / (t * t + np.cos(a)**2), 0, pi, points=[pi / 2], limit=200)[0]
    assert abs(direct / angular_F(t) - 1) < 1e-8
    assert abs(angular_F(t) - 2 * pi / t - subtracted_F(t)) < 1e-10

# --- the subtraction equals the high-momentum tail hidden in |psi(0)|^2
cutoff = 500.0  # in units of the Bohr momentum
inside = quad(lambda p: 4 / pi * p**2 / (p**2 + 1)**2, 0, cutoff,
              points=[1, 10, 100], epsabs=1e-12, limit=200)[0]
tail_coefficient = (1 - inside**2) * cutoff
assert abs(tail_coefficient / (8 / pi) - 1) < 5e-3


# --- full shift by integrating over k4 at fixed k, then over k
def shift_by_integration(m, M):
    """(dE/E_F)/(Z alpha), logarithmic grids, iteration term subtracted."""
    step = 0.1
    s = np.exp(np.arange(-62, 12, step))          # s = k4/k
    k = np.exp(np.arange(-16, 22, step)) * m
    ratio = s[None, :] / k[:, None]
    base = (1 + s**2)**2
    weight = s * (2 + 3 * s**2)
    energy_integral = 2 * step / k**3 * np.sum(
        weight / ((base + (2 * m * ratio)**2) * (base + (2 * M * ratio)**2)), axis=1)
    reduced = m * M / (m + M)
    remainder = 8 * m * M / pi**2 * energy_integral - 8 * reduced / pi / k**2
    return step * np.sum(k * remainder)


def shift_formula(m, M):
    if m == M:
        return -3 / (2 * pi)
    return -3 / pi * m * M / (M**2 - m**2) * np.log(M / m)


alpha = const.physical_constants['fine-structure constant'][0]
mass_ratio = const.physical_constants['muon-electron mass ratio'][0]
rydberg_hz = const.physical_constants['Rydberg constant times c in Hz'][0]
comparison = []
for M_over_m in (1.0, 2.0, 10.0, mass_ratio):
    numeric = shift_by_integration(1.0, M_over_m)
    formula = shift_formula(1.0, M_over_m)
    # 1e-4 covers the omitted interval below the smallest k
    assert abs(numeric / formula - 1) < 1e-4, (M_over_m, numeric, formula)
    comparison.append((M_over_m, numeric, formula))

# --- muonium
x = 1 / mass_ratio
fermi_hz = 16 / 3 * alpha**2 * x / (1 + x)**3 * rydberg_hz
spin_levels = np.linalg.eigvalsh(sum(np.kron(a, a) for a in sigma))
spin_gap = spin_levels[-1] - spin_levels[0]
m_e = const.m_e
m_mu = const.physical_constants['muon mass'][0]
m_red = m_e * m_mu / (m_e + m_mu)
fermi_check = (spin_gap * alpha * contact_strength(m_e, m_mu)
               * (alpha * m_red)**3 / pi * const.c**2 / const.h)
assert abs(fermi_check / fermi_hz - 1) < 1e-6

fermi_khz = fermi_hz / 1e3
mass_factor = mass_ratio / (mass_ratio**2 - 1)
log_factor = np.log(mass_ratio)
relative_shift = alpha * shift_formula(1.0, mass_ratio)
shift_khz = relative_shift * fermi_khz
integrated_khz = alpha * comparison[-1][1] * fermi_khz
approximate_khz = -3 * alpha / pi * x * log_factor * fermi_khz

# --- contributions of the momentum regions (K in units of the electron mass)
edges = [-16.0, np.log(2.0), np.log(2 * mass_ratio), 30.0]
prefactor = 8 * mass_ratio / pi**2 / (4 * (mass_ratio**2 - 1)) * alpha * fermi_khz


def log_density(v):
    K = np.exp(v)
    return subtracted_F(K / (2 * mass_ratio)) - subtracted_F(K / 2)


regions = [prefactor * quad(log_density, lo, hi, epsabs=1e-10, limit=300)[0]
           for lo, hi in zip(edges[:-1], edges[1:])]
assert abs(sum(regions) / shift_khz - 1) < 1e-6
K_middle = 2 * np.sqrt(mass_ratio)
plateau = log_density(np.log(K_middle)) / (-1.5 * pi)
far_plateau = (subtracted_F(1e-4) - subtracted_F(1e4)) / (-1.5 * pi)
assert abs(far_plateau - 1) < 1e-3

print("Checks of the subtraction")
print(f"tail coefficient of |psi(0)|^2, cutoff {cutoff:.0f}: {tail_coefficient:.4f}")
print(f"8/pi from the Coulomb-Fermi iteration: {8 / pi:.4f}")
print("Shift/(Z alpha E_F), dimensionless: M/m, integration, formula")
for M_over_m, numeric, formula in comparison:
    print(f"  {M_over_m:10.4f}  {numeric:.6f}  {formula:.6f}")
print("Muonium, Z = 1")
print(f"fine-structure constant: {alpha:.10f}")
print(f"muon-electron mass ratio M/m: {mass_ratio:.6f}")
print(f"Rydberg frequency: {rydberg_hz / 1e6:.3f} MHz")
print(f"reduced-mass factor (1+m/M)^-3: {(1 + x)**-3:.8f}")
print(f"gap of sigma.sigma': {spin_gap:.1f}")
print(f"Fermi splitting E_F: {fermi_hz / 1e6:.3f} MHz")
print(f"3 alpha/pi: {3 * alpha / pi:.8f}")
print(f"mM/(M^2-m^2): {mass_factor:.8f}")
print(f"ln(M/m): {log_factor:.6f}")
print(f"relative shift dE/E_F: {relative_shift:.6e}")
print(f"recoil shift, formula: {shift_khz:.2f} kHz")
print(f"recoil shift, direct integration: {integrated_khz:.2f} kHz")
print(f"recoil shift, leading order in m/M: {approximate_khz:.2f} kHz")
print(f"same shift as an energy: {shift_khz * 1e3 * const.h / const.e:.4e} eV")
print(f"part from K < 2m: {regions[0]:.2f} kHz")
print(f"part from 2m < K < 2M: {regions[1]:.2f} kHz")
print(f"part from K > 2M: {regions[2]:.2f} kHz")
print(f"middle momentum K = 2 sqrt(mM): {K_middle:.3f} m")
print(f"integrand there / (-(3 pi/2)/K): {plateau:.4f}")
print(f"same ratio for M/m = 1e8, K = 2 sqrt(mM): {far_plateau:.5f}")
print(f"scale alpha^2 (m/M) E_F of the next order: {alpha**2 * x * fermi_khz:.3f} kHz")
print("success")
```

Printed output:

```
Checks of the subtraction
tail coefficient of |psi(0)|^2, cutoff 500: 2.5432
8/pi from the Coulomb-Fermi iteration: 2.5465
Shift/(Z alpha E_F), dimensionless: M/m, integration, formula
      1.0000  -0.477465  -0.477465
      2.0000  -0.441271  -0.441271
     10.0000  -0.222102  -0.222102
    206.7683  -0.024624  -0.024624
Muonium, Z = 1
fine-structure constant: 0.0072973526
muon-electron mass ratio M/m: 206.768283
Rydberg frequency: 3289841960.250 MHz
reduced-mass factor (1+m/M)^-3: 0.98563022
gap of sigma.sigma': 4.0
Fermi splitting E_F: 4453.839 MHz
3 alpha/pi: 0.00696846
mM/(M^2-m^2): 0.00483644
ln(M/m): 5.331599
relative shift dE/E_F: -1.796886e-04
recoil shift, formula: -800.30 kHz
recoil shift, direct integration: -800.31 kHz
recoil shift, leading order in m/M: -800.29 kHz
same shift as an energy: -3.3098e-09 eV
part from K < 2m: -28.67 kHz
part from 2m < K < 2M: -622.81 kHz
part from K > 2M: -148.82 kHz
middle momentum K = 2 sqrt(mM): 28.759 m
integrand there / (-(3 pi/2)/K): 0.9078
same ratio for M/m = 1e8, K = 2 sqrt(mM): 0.99987
scale alpha^2 (m/M) E_F of the next order: 1.147 kHz
success
```
